# Vertical and Adiabatic Electron Affinities of Cl2 and Bond Lengthening: verification in Python

```python
# Result under test, for Cl2 and its anion with energies E0(R) and E-(R):
#   AEA - VEA = E-(R0) - E-(Rm), the relaxation energy of the anion,
# driven by the energy fall of the antibonding sigma_u orbital on stretching.
# R0, Rm: bond lengths of Cl2 and Cl2-; VEA, AEA: vertical and adiabatic
# electron affinities (positive = bound); A(R) = E0(R) - E-(R).
# Lengths are in angstrom and energies in eV unless a name says hartree.
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, cc, lib
from pyscf.gto import basis

lib.num_threads(1)
HARTREE = const.value('Hartree energy in eV')
BOHR = const.value('Bohr radius') * 1e10
N_CORE = 10       # frozen 1s, 2s, 2p orbitals of both atoms
N_PAIRS = 17      # doubly occupied orbitals of neutral Cl2

full_basis = basis.load('aug-cc-pvdz', 'Cl')
diffuse_d = min(shell[1][0] for shell in full_basis if shell[0] == 2)
SMALL = {'Cl': [shell for shell in full_basis
                if not (shell[0] == 2 and shell[1][0] == diffuse_d)]}


def molecule(R, charge, basis_set=SMALL):
    return gto.M(atom=[['Cl', (0, 0, -R / 2)], ['Cl', (0, 0, R / 2)]],
                 basis=basis_set, charge=charge, spin=-charge, verbose=0)


def mean_field(mol):
    mf = scf.RHF(mol) if mol.charge == 0 else scf.UHF(mol)
    mf.conv_tol = 1e-9
    return mf


def coupled_cluster(R, charge):
    """Return mean field, CCSD(T) energy (eV), MP2 energy (hartree)."""
    mf = mean_field(molecule(R, charge))
    mf.kernel()
    solver = cc.CCSD(mf, frozen=N_CORE)
    solver.conv_tol = 1e-7
    solver.conv_tol_normt = 1e-5
    integrals = solver.ao2mo()
    e_mp2 = mf.e_tot + solver.init_amps(integrals)[0]
    solver.kernel(eris=integrals)
    assert mf.converged and solver.converged
    triples = solver.ccsd_t(eris=integrals)
    return mf, (solver.e_tot + triples) * HARTREE, e_mp2


def fitted_mp2(R, charge, basis_set):
    """Frozen-core MP2 total energy (hartree) with density fitting."""
    mf = mean_field(molecule(R, charge, basis_set))
    mf = mf.density_fit(auxbasis='aug-cc-pvtz-jkfit')
    mf.kernel()
    assert mf.converged
    packed = np.vstack([np.array(block) for block in mf.with_df.loop()])
    three_index = lib.unpack_tril(packed)
    if charge == 0:
        spins = [(mf.mo_coeff, mf.mo_energy, mf.mo_occ)] * 2
    else:
        spins = [(mf.mo_coeff[s], mf.mo_energy[s], mf.mo_occ[s])
                 for s in (0, 1)]
    factors, gaps = [], []
    for coeff, energy, occ in spins:
        o = np.where(occ > 0)[0][N_CORE:]
        v = np.where(occ == 0)[0]
        half = np.tensordot(three_index, coeff[:, v], axes=(2, 0))
        factors.append(np.einsum('Lpa,pi->Lia', half, coeff[:, o],
                                 optimize=True))
        gaps.append(energy[o][:, None] - energy[v][None, :])
    total = mf.e_tot
    for s, t in ((0, 0), (1, 1), (0, 1)):
        g = np.tensordot(factors[s], factors[t], axes=(0, 0))
        denominator = gaps[s][:, :, None, None] + gaps[t][None, None]
        if s == t:
            total += 0.5 * np.sum(g * (g - g.transpose(0, 3, 2, 1))
                                  / denominator)
        else:
            total += np.sum(g * g / denominator)
    return total


def interpolate(lengths, energies, a):
    """Polynomial in exp(-a R) through all the points."""
    lengths, energies = np.array(lengths), np.array(energies)
    center, shift = lengths.mean(), energies.min()
    poly = np.polyfit(np.exp(-a * (lengths - center)), energies - shift,
                      len(lengths) - 1)
    return lambda R: np.polyval(poly, np.exp(-a * (R - center))) + shift


def minimum(curve, low, high):
    R = minimize_scalar(curve, bounds=(low, high), method='bounded',
                        options={'xatol': 1e-6}).x
    assert low + 0.01 < R < high - 0.01
    return R


def slope(curve, R, h=0.005):
    return (curve(R + h) - curve(R - h)) / (2 * h)


def stiffness(curve, R, h=0.005):
    return (curve(R + h) - 2 * curve(R) + curve(R - h)) / h**2


def symmetry(mol, orbitals):
    """Characters for midplane reflection and a quarter turn about z."""
    p = np.random.default_rng(1).uniform(-4, 4, (400, 3))
    reflected = p * np.array([1, 1, -1])
    turned = np.column_stack([-p[:, 1], p[:, 0], p[:, 2]])
    f, fr, ft = [mol.eval_gto('GTOval_sph', q) @ orbitals
                 for q in (p, reflected, turned)]
    norm = np.sum(f * f, axis=0)
    return np.sum(f * fr, axis=0) / norm, np.sum(f * ft, axis=0) / norm


def extra_orbital(mf):
    """Occupied alpha orbital that has no partner in the beta space."""
    S = mf.get_ovlp()
    up = mf.mo_coeff[0][:, mf.mo_occ[0] > 0]
    down = mf.mo_coeff[1][:, mf.mo_occ[1] > 0]
    M = up.T @ S @ down
    return up @ np.linalg.eigh(M @ M.T)[1][:, 0]


def mean_orbital_energy(R, anion_mf):
    """Gauss average of the sigma_u energy over its occupation 0..1."""
    reference = extra_orbital(anion_mf)
    start = np.array(anion_mf.make_rdm1())
    energies, shared = [], None
    for n in (0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3)):
        mf = mean_field(molecule(R, -1))
        mf.max_cycle = 100
        if shared is not None:
            mf._eri = shared
        projector = reference @ mf.get_ovlp()

        def occupy(mo_energy=None, mo_coeff=None):
            e = np.asarray(mo_energy)
            occ = np.zeros(e.shape)
            k = np.argmax(abs(projector @ mo_coeff[0]))
            others = [i for i in np.argsort(e[0]) if i != k]
            occ[0, others[:N_PAIRS]] = 1
            occ[0, k] = n
            occ[1, np.argsort(e[1])[:N_PAIRS]] = 1
            return occ

        mf.get_occ = occupy
        mf.kernel(dm0=start)
        assert mf.converged
        shared = mf._eri
        k = np.argmax(abs(projector @ mf.mo_coeff[0]))
        energies.append(mf.mo_energy[0][k] * HARTREE)
    return np.mean(energies)


def virtual_energy(mf, reflection_sign):
    """Lowest empty sigma orbital of Cl2 with the given reflection sign."""
    empty = mf.mo_occ == 0
    plane, turn = symmetry(mf.mol, mf.mo_coeff[:, empty])
    chosen = (reflection_sign * plane > 0.9) & (turn > 0.9)
    return mf.mo_energy[empty][chosen][0] * HARTREE


# Neutral curve and its minimum
nodes0 = [1.96, 2.04, 2.12]
neutral_points = [coupled_cluster(R, 0) for R in nodes0]
n_basis = neutral_points[0][0].mol.nao
assert n_basis == 44
curve0 = interpolate(nodes0, [p[1] for p in neutral_points], 2.0)
R0 = minimum(curve0, 1.90, 2.18)
mf0, E0, mp2_0 = coupled_cluster(R0, 0)
fit_error0 = curve0(R0) - E0
assert abs(fit_error0) < 1e-3

# Anion curve and its minimum, checked by a fresh calculation there
nodesm = [R0, 2.30, 2.55, 2.90]
anion_points = [coupled_cluster(R, -1) for R in nodesm]
first_curve = interpolate(nodesm, [p[1] for p in anion_points], 1.3)
Rm = minimum(first_curve, 2.35, 2.90)
mfm, Em, mp2_m = coupled_cluster(Rm, -1)
fit_errorm = first_curve(Rm) - Em
assert abs(fit_errorm) < 0.01
curvem = interpolate(nodesm + [Rm], [p[1] for p in anion_points] + [Em], 1.3)
refit_shift = minimum(curvem, 2.35, 2.90) - Rm
assert abs(refit_shift) < 0.02
mfv, Ev, mp2_v = anion_points[0]

VEA, AEA = E0 - Ev, E0 - Em
relaxation = Ev - Em
assert VEA > 0 and relaxation > 0 and Rm > R0

# Energy balance along the stretch
mf_stretched, E_stretched, _ = coupled_cluster(Rm, 0)
VDE = E_stretched - Em
strain = E_stretched - E0
binding_gain = VDE - VEA
assert binding_gain > strain > 0

# The occupied orbital is sigma_u at both bond lengths
characters = []
for mf in (mfv, mfm):
    plane, turn = symmetry(mf.mol, extra_orbital(mf)[:, None])
    characters.append((plane[0], turn[0]))
    assert plane[0] < -0.99 and turn[0] > 0.99

# Orbital energies against total energies and analytic gradients
A_hf_0 = (mf0.e_tot - mfv.e_tot) * HARTREE
A_hf_m = (mf_stretched.e_tot - mfm.e_tot) * HARTREE
orbital_0 = mean_orbital_energy(R0, mfv)
orbital_m = mean_orbital_energy(Rm, mfm)
assert abs(A_hf_0 + orbital_0) < 0.05
assert abs(A_hf_m + orbital_m) < 0.10
step = 0.03
orbital_slope = (mean_orbital_energy(R0 + step, mfv)
                 - mean_orbital_energy(R0 - step, mfv)) / (2 * step)
gradient0 = mf0.nuc_grad_method().kernel()[1, 2]
gradientm = mfv.nuc_grad_method().kernel()[1, 2]
hf_push = (gradient0 - gradientm) * HARTREE / BOHR
assert abs(hf_push + orbital_slope) < 0.03 * abs(hf_push)
force = -slope(curvem, R0)
assert force > 0 and abs(hf_push - force) < 0.3 * force

# Interpolated end-point slope against the analytic gradient, HF level
hf_energies = [p[0].e_tot * HARTREE for p in anion_points]
hf_curve = interpolate(nodesm + [Rm], hf_energies + [mfm.e_tot * HARTREE],
                       1.3)
hf_force_fit = -slope(hf_curve, R0)
hf_force_exact = -gradientm * HARTREE / BOHR
assert abs(hf_force_fit - hf_force_exact) < 0.05 * abs(hf_force_exact)

# Control: a diffuse sigma_g orbital should respond far less
span = nodes0[-1] - nodes0[0]
first_mf, last_mf = neutral_points[0][0], neutral_points[-1][0]
slope_u = (virtual_energy(last_mf, -1) - virtual_energy(first_mf, -1)) / span
slope_g = (virtual_energy(last_mf, 1) - virtual_energy(first_mf, 1)) / span
assert slope_u < 0 and abs(slope_g) < 0.5 * abs(slope_u)

# Spring of the neutral stiffness: lengthening too short, energy too large,
# because the anion curve starts stiffer and ends softer than the spring
k0, km = stiffness(curve0, R0), stiffness(curvem, Rm)
k_start = stiffness(curvem, R0)
spring_shift, spring_energy = force / k0, force**2 / (2 * k0)
linear_force_energy = force * (Rm - R0) / 2
assert km < k0 < k_start
assert spring_shift < Rm - R0
assert relaxation < spring_energy
assert relaxation < linear_force_energy

# Vibrations and nuclear spread
mass_chlorine_35 = 34.968853      # atomic mass units
reduced_mass = mass_chlorine_35 * const.atomic_mass / 2
omega0, omegam = [np.sqrt(k * const.e * 1e20 / reduced_mass)
                  for k in (k0, km)]
quantum0, quantumm = [const.hbar * w / const.e for w in (omega0, omegam)]
zero_point = (quantum0 - quantumm) / 2
gas_temperature = 500.0
width_zero = np.sqrt(const.hbar / (2 * reduced_mass * omega0)) * 1e10
thermal = 1 / np.tanh(const.hbar * omega0
                      / (2 * const.k * gas_temperature))
width_gas = width_zero * np.sqrt(thermal)

# Basis error from MP2, after a check of the density-fitted MP2 routine
mp2_check = fitted_mp2(R0, -1, SMALL) - mp2_v
assert abs(mp2_check) < 1e-3
LARGE = 'aug-cc-pvtz'
change_0 = (fitted_mp2(R0, 0, LARGE) - mp2_0) * HARTREE
change_v = (fitted_mp2(R0, -1, LARGE) - mp2_v) * HARTREE
change_m = (fitted_mp2(Rm, -1, LARGE) - mp2_m) * HARTREE
change_near = (fitted_mp2(nodes0[0], 0, LARGE)
               - neutral_points[0][2]) * HARTREE
basis_VEA, basis_AEA = change_0 - change_v, change_0 - change_m
length_shift = -(change_0 - change_near) / (R0 - nodes0[0]) / k0
geometry_VEA = force * length_shift

print(f'basis functions, small basis: {n_basis}')
print(f'R0 of Cl2: {R0:.3f} angstrom')
print(f'Rm of Cl2-: {Rm:.3f} angstrom')
print(f'bond lengthening: {Rm - R0:.3f} angstrom')
print(f'E0(R0), CCSD(T): {E0 / HARTREE:.6f} hartree')
print(f'E-(R0), CCSD(T): {Ev / HARTREE:.6f} hartree')
print(f'E-(Rm), CCSD(T): {Em / HARTREE:.6f} hartree')
print(f'VEA: {VEA:.3f} eV')
print(f'AEA without zero-point energy: {AEA:.3f} eV')
print(f'AEA - VEA, anion relaxation: {relaxation:.3f} eV')
print(f'vertical detachment energy A(Rm): {VDE:.3f} eV')
print(f'binding gain A(Rm) - A(R0): {binding_gain:.3f} eV')
print(f'strain of neutral E0(Rm) - E0(R0): {strain:.3f} eV')
print(f'fit error at R0, neutral: {1000 * fit_error0:.3f} meV')
print(f'fit error at Rm, anion: {1000 * fit_errorm:.3f} meV')
print(f'shift of Rm on refitting: {refit_shift:.4f} angstrom')
print(f'reflection character at R0, Rm: {characters[0][0]:.4f}, '
      f'{characters[1][0]:.4f}')
print(f'quarter-turn character at R0, Rm: {characters[0][1]:.4f}, '
      f'{characters[1][1]:.4f}')
print(f'spin square of anion UHF at R0, Rm: {mfv.spin_square()[0]:.4f}, '
      f'{mfm.spin_square()[0]:.4f}')
print(f'HF A(R0) from total energies: {A_hf_0:.3f} eV')
print(f'HF mean sigma_u energy at R0: {orbital_0:.3f} eV')
print(f'HF A(Rm) from total energies: {A_hf_m:.3f} eV')
print(f'HF mean sigma_u energy at Rm: {orbital_m:.3f} eV')
print(f'slope of HF mean sigma_u energy at R0: {orbital_slope:.3f} eV/angstrom')
print(f'HF dA/dR at R0 from gradients: {hf_push:.3f} eV/angstrom')
print(f'HF anion force at R0, interpolated: {hf_force_fit:.3f} eV/angstrom')
print(f'HF anion force at R0, analytic: {hf_force_exact:.3f} eV/angstrom')
print(f'CCSD(T) force on anion at R0: {force:.3f} eV/angstrom')
print(f'slope of empty sigma_u level: {slope_u:.3f} eV/angstrom')
print(f'slope of empty diffuse sigma_g level: {slope_g:.3f} eV/angstrom')
print(f'force constant of Cl2 at R0: {k0:.2f} eV/angstrom^2')
print(f'curvature of Cl2- at R0: {k_start:.1f} eV/angstrom^2')
print(f'force constant of Cl2- at Rm: {km:.2f} eV/angstrom^2')
print(f'spring lengthening F/k0: {spring_shift:.3f} angstrom')
print(f'spring relaxation F^2/(2 k0): {spring_energy:.3f} eV')
print(f'relaxation for linearly falling force: {linear_force_energy:.3f} eV')
print(f'harmonic quantum of Cl2: {1000 * quantum0:.1f} meV')
print(f'harmonic quantum of Cl2-: {1000 * quantumm:.1f} meV')
print(f'zero-point correction to AEA: {zero_point:.4f} eV')
print(f'AEA with zero-point energy: {AEA + zero_point:.3f} eV')
print(f'rms bond spread at 0 K: {width_zero:.4f} angstrom')
print(f'rms spread of vertical energy at 0 K: {force * width_zero:.3f} eV')
print(f'gas temperature, rough: {gas_temperature:.0f} K')
print(f'rms spread of vertical energy in gas: {force * width_gas:.3f} eV')
print(f'density-fitting check of MP2: {1000 * mp2_check:.4f} millihartree')
print(f'MP2 basis change of VEA, fixed R: {basis_VEA:.3f} eV')
print(f'MP2 basis change of AEA, fixed R: {basis_AEA:.3f} eV')
print(f'estimated basis shift of R0: {length_shift:.3f} angstrom')
print(f'effect of that shift on VEA: {geometry_VEA:.3f} eV')
print(f'VEA with basis and length estimates: '
      f'{VEA + basis_VEA + geometry_VEA:.2f} eV')
print(f'AEA with basis and zero-point estimates: '
      f'{AEA + basis_AEA + zero_point:.2f} eV')
print('success')
```

Printed output:

```
basis functions, small basis: 44
R0 of Cl2: 2.052 angstrom
Rm of Cl2-: 2.663 angstrom
bond lengthening: 0.611 angstrom
E0(R0), CCSD(T): -919.269962 hartree
E-(R0), CCSD(T): -919.300319 hartree
E-(Rm), CCSD(T): -919.359162 hartree
VEA: 0.826 eV
AEA without zero-point energy: 2.427 eV
AEA - VEA, anion relaxation: 1.601 eV
vertical detachment energy A(Rm): 3.536 eV
binding gain A(Rm) - A(R0): 2.710 eV
strain of neutral E0(Rm) - E0(R0): 1.109 eV
fit error at R0, neutral: 0.137 meV
fit error at Rm, anion: -0.759 meV
shift of Rm on refitting: -0.0013 angstrom
reflection character at R0, Rm: -1.0000, -1.0000
quarter-turn character at R0, Rm: 1.0000, 1.0000
spin square of anion UHF at R0, Rm: 0.7599, 0.7667
HF A(R0) from total energies: 0.810 eV
HF mean sigma_u energy at R0: -0.810 eV
HF A(Rm) from total energies: 4.581 eV
HF mean sigma_u energy at Rm: -4.581 eV
slope of HF mean sigma_u energy at R0: -9.013 eV/angstrom
HF dA/dR at R0 from gradients: 9.021 eV/angstrom
HF anion force at R0, interpolated: 8.057 eV/angstrom
HF anion force at R0, analytic: 8.026 eV/angstrom
CCSD(T) force on anion at R0: 7.436 eV/angstrom
slope of empty sigma_u level: -7.510 eV/angstrom
slope of empty diffuse sigma_g level: -0.089 eV/angstrom
force constant of Cl2 at R0: 16.52 eV/angstrom^2
curvature of Cl2- at R0: 25.5 eV/angstrom^2
force constant of Cl2- at Rm: 3.72 eV/angstrom^2
spring lengthening F/k0: 0.450 angstrom
spring relaxation F^2/(2 k0): 1.673 eV
relaxation for linearly falling force: 2.272 eV
harmonic quantum of Cl2: 62.8 meV
harmonic quantum of Cl2-: 29.8 meV
zero-point correction to AEA: 0.0165 eV
AEA with zero-point energy: 2.444 eV
rms bond spread at 0 K: 0.0436 angstrom
rms spread of vertical energy at 0 K: 0.324 eV
gas temperature, rough: 500 K
rms spread of vertical energy in gas: 0.411 eV
density-fitting check of MP2: 0.0452 millihartree
MP2 basis change of VEA, fixed R: 0.228 eV
MP2 basis change of AEA, fixed R: -0.055 eV
estimated basis shift of R0: -0.037 angstrom
effect of that shift on VEA: -0.275 eV
VEA with basis and length estimates: 0.78 eV
AEA with basis and zero-point estimates: 2.39 eV
success
```
